# Vertex rise in a V-groove during conformal film growth

A long, straight groove has a V-shaped cross-section. Its two flat walls each make an angle $q$ with the vertical, where $0<q<90^\circ$, so the full opening angle is $2q$. Flat land extends on both sides of the mouth. A film grows conformally on the whole surface, as in ideal atomic layer deposition. The problem is to find how far the bottom vertex rises, over what range of thickness the answer holds, and what changes it in practice.

Take $x$ across the groove and $y$ upward, with the origin at the original vertex. The mouth has half-width $W$, so the depth is $D=W/\tan q$, and the original surface is

$$y_0(x)=\min\left(|x|\cot q,\;D\right).$$

Conformal growth of thickness $h$ means that the new surface consists of the points above the solid whose shortest distance to the original surface is $h$. On a flat wall, $h$ is therefore the thickness measured along the wall normal, not along the vertical. Nothing varies along the groove, so the nearest surface point lies in the same cross-section and the problem is two-dimensional.

## (a) The film surface as an envelope

**Express the height $y(x)$ of the film surface through $y_0$ and $h$.**

**Solution.** A point belongs to the film if it lies above the solid and within a distance $h$ of some surface point. The film is thus covered by discs of radius $h$ centred on the original surface. Consider the vertical line at $x$. The disc centred at horizontal position $x+u$, with $|u|\le h$, reaches up to the height $y_0(x+u)+\sqrt{h^2-u^2}$ on this line. The highest covered point is

$$y(x)=\max_{|u|\le h}\left[y_0(x+u)+\sqrt{h^2-u^2}\right]. \qquad (1)$$

This is the film surface provided that no gap remains below it. Let the maximum come from a disc with centre $C$ at horizontal position $x+u$, and take a point $P$ on the vertical line between $y_0(x)$ and $y(x)$. If $P$ is at or above the height of $C$, it lies inside that disc. If $P$ is below the height of $C$, move horizontally from $P$ to the position $x+u$. The path starts above the original surface and ends below it, so it crosses the surface, at a distance of at most $|u|\le h$ from $P$. Either way $P$ is covered, and there is no void.

## (b) The height of the vertex

**Find the height $H$ of the film surface at $x=0$ when the walls are long enough, and state what "long enough" means.**

**Solution.** By symmetry it suffices to take $u\ge0$. On the wall, equation (1) requires the maximum of

$$f(u)=u\cot q+\sqrt{h^2-u^2}.$$

Its derivatives are

$$f'(u)=\cot q-\frac{u}{\sqrt{h^2-u^2}},\qquad f''(u)=-\frac{h^2}{(h^2-u^2)^{3/2}}<0.$$

The second derivative is negative, so a stationary point is the single maximum. Setting $f'=0$ gives $\sqrt{h^2-u^2}\,\cos q=u\sin q$. Squaring,

$$(h^2-u^2)\cos^2q=u^2\sin^2q\quad\Rightarrow\quad h^2\cos^2q=u^2(\sin^2q+\cos^2q),$$

and therefore $u=h\cos q$. There $\sqrt{h^2-u^2}=h\sin q$, and

$$H=h\cos q\,\frac{\cos q}{\sin q}+h\sin q=\frac{h(\cos^2q+\sin^2q)}{\sin q}=\frac{h}{\sin q}. \qquad (2)$$

The position $u=h\cos q$ must lie on the wall, which requires

$$h\cos q\le W,\qquad\text{that is}\qquad h\le\frac{W}{\cos q}. \qquad (3)$$

The land at $u>W$ cannot compete: its height $D$ is lower than the continued wall $u\cot q$, so its discs reach less high than $f(u)\le h/\sin q$.

The same calculation at $x\ne0$ shows the shape around the vertex. For $x>0$ the right wall contributes $(x+u)\cot q+\sqrt{h^2-u^2}$, whose maximum is $x\cot q+h/\sin q$, again at $u=h\cos q$. The left wall gives at most $-x\cot q+h/\sin q$, which is lower. With the mirror image for $x<0$,

$$y(x)=|x|\cot q+\frac{h}{\sin q}\qquad\text{for } |x|\le W-h\cos q. \qquad (4)$$

The new groove bottom is a sharp V with the original opening angle, shifted upward.

## (c) Which part of the substrate sets the rise?

**Find the distances from the new vertex to the walls and to the old vertex. Compare the groove with a sharp ridge, and examine wide and narrow grooves.**

**Solution.** The right wall has unit direction $(\sin q,\cos q)$. The vector from the old vertex to the new one is $(0,H)$. Its component along the wall is $H\cos q=h\cot q$, and its component normal to the wall is $H\sin q=h$. The new vertex is thus at distance $h$ from both walls, with its nearest points a length $h\cot q$ up each wall. Its distance from the old vertex is $h/\sin q$, which is larger than $h$. The walls set the rise: growth from the old vertex alone would reach only the height $h$, and the two wall films have already covered that place.

For a sharp ridge, $y_0=-|x|\cot q$, equation (1) at $x=0$ contains $-|u|\cot q+\sqrt{h^2-u^2}$. Both terms are largest at $u=0$, so the top rises by $h$. The factor $1/\sin q$ belongs to the concave edge and has no counterpart at the convex one.

As $q\to90^\circ$ the groove becomes flat and $H\to h$, as it must. For a narrow groove, $\sin q\approx q$ in radians and $H\approx h/q$, so a thin film raises the vertex by many times its thickness. Divided by the depth, the rise is

$$\frac{H}{D}=\frac{h}{\sin q}\,\frac{\tan q}{W}=\frac{h}{W\cos q}.$$

The vertex reaches the level of the original mouth at $h=W\cos q$, which is inside the range (3). For small $q$ this thickness tends to $W$: the films on two nearly parallel walls meet when each is half as thick as the mouth is wide.

## (d) Growth in cycles

**Atomic layer deposition adds a thickness $g$ per cycle to the current surface, not to the original one. Does the result depend on the number of cycles at a fixed total thickness?**

**Solution.** Grow a layer $a$ and then a layer $b$. Applying equation (1) twice gives

$$y(x)=\max_{u,v}\left[y_0(x+u+v)+\sqrt{a^2-u^2}+\sqrt{b^2-v^2}\right].$$

Fix the sum $w=u+v$ and maximize the two roots. The vectors $(u,\sqrt{a^2-u^2})$ and $(v,\sqrt{b^2-v^2})$ have lengths $a$ and $b$. Their sum has horizontal component $w$ and a length of at most $a+b$, so

$$\sqrt{a^2-u^2}+\sqrt{b^2-v^2}\le\sqrt{(a+b)^2-w^2}.$$

Equality holds when the vectors are parallel, at $u=aw/(a+b)$ and $v=bw/(a+b)$, which are allowed values. What remains is equation (1) with $h=a+b$. Repeating the argument, $N$ cycles give the same surface as a single layer $h=Ng$. Within the range (3) the vertex climbs by $g/\sin q$ in every cycle.

## (e) Thicker films and the remaining dimple

**Find $H$ when $h>W/\cos q$. Then find the depth $\delta$ of the dimple that remains below the surface of the land.**

**Solution.** Now $h\cos q>W$, so $f'(u)>0$ along the whole wall and the best wall point is its upper end, $u=W$. On the land the reach is $D+\sqrt{h^2-u^2}$, which falls as $u$ grows, so the best land point is also $u=W$. The upper corners control the vertex:

$$H=D+\sqrt{h^2-W^2}. \qquad (5)$$

At $h=W/\cos q$ the root equals $W\tan q$, and

$$H=W\left(\frac{\cos q}{\sin q}+\frac{\sin q}{\cos q}\right)=\frac{W}{\sin q\cos q}=\frac{h}{\sin q},$$

so (5) joins (2) continuously. The rate $dH/dh=h/\sqrt{h^2-W^2}$ also starts at $1/\sin q$, and then falls towards 1 as the film thickens.

The land rises by $h$, because both $y_0=D$ and the root in (1) take their largest values at $u=0$. The dimple depth $\delta=D+h-H$ is therefore

$$\delta=D-h\left(\frac1{\sin q}-1\right)\quad\text{for } h\le\frac{W}{\cos q},\qquad \delta=h-\sqrt{h^2-W^2}\quad\text{beyond}. \qquad (6)$$

Multiplying and dividing the second form by $h+\sqrt{h^2-W^2}$ gives

$$\delta=\frac{W^2}{h+\sqrt{h^2-W^2}}\approx\frac{W^2}{2h}\qquad (h\gg W).$$

This is positive at every finite $h$. In the first range $\delta$ decreases to the positive value $W(1-\sin q)/\cos q$ at the limit. Conformal growth makes the dimple shallower but does not remove it.

## (f) A blunt vertex

**A real groove bottom is rounded. Replace the sharp vertex by a circular arc of radius $r$ tangent to both walls, with $r\cos q<W$, and find the rise of the lowest point for $h\le W/\cos q$.**

**Solution.** Keep the origin at the virtual vertex, where the extended walls would meet. The arc's centre is on the axis at distance $r$ from each wall, hence at height $r/\sin q$. The lowest point starts at

$$y_b=\frac r{\sin q}-r=r\left(\frac1{\sin q}-1\right),$$

and the arc joins the walls at $|x|=r\cos q$. On the arc, the function to maximize in (1) is

$$k(u)=\frac r{\sin q}-\sqrt{r^2-u^2}+\sqrt{h^2-u^2},\qquad k'(u)=\frac{u}{\sqrt{r^2-u^2}}-\frac{u}{\sqrt{h^2-u^2}}.$$

For $h<r$ the second term of $k'$ is the larger, so $k$ falls as $u$ grows from zero. Any wall point within reach has $u\ge r\cos q>h\cos q$, where $f$ falls too. The maximum is at $u=0$, with value $y_b+h$, so the bottom rises by $h$.

For $h>r$ the function $k$ rises along the arc, and the maximum is on the wall at $u=h\cos q$, with value $h/\sin q$. Measured from the actual starting point,

$$\Delta y=\frac h{\sin q}-r\left(\frac1{\sin q}-1\right)\qquad(h\ge r). \qquad (7)$$

Both results give $\Delta y=r$ at $h=r$. The film first consumes the rounding, and from then on the vertex is sharp and climbs at the full rate. For $h<r$ the rise falls short of $h/\sin q$ by the constant fraction $1-\sin q$. For $h\ge r$ the loss is a fixed length, so its relative weight falls as the film thickens.

## (g) Does enough precursor reach the vertex?

**Molecules arrive from an isotropic gas without colliding inside the groove. Find the direct flux on a wall at the vertex relative to the land. For irreversible first-order adsorption, bound the fraction of sites left empty after a pulse.**

**Solution.** Write a direction pointing out of the groove as $(\sin\theta\sin\alpha,\ \sin\theta\cos\alpha,\ \cos\theta)$. The third component lies along the groove, and $\alpha$ is the angle from the vertical in the cross-section. From the vertex the gas is visible for $|\alpha|<q$. The right wall has inward normal $(-\cos q,\sin q,0)$, whose product with the direction is $\sin\theta\sin(q-\alpha)$. The flux is proportional to this product integrated over solid angle, $\sin\theta\,d\theta\,d\alpha$. On open land the corresponding integral over a hemisphere is $\pi$. The ratio is

$$\phi=\frac1\pi\int_0^\pi\sin^2\theta\,d\theta\int_{-q}^{q}\sin(q-\alpha)\,d\alpha=\frac1\pi\,\frac\pi2\,(1-\cos2q)=\sin^2q. \qquad (8)$$

By (4) the film keeps the opening angle, so this fraction does not change during conformal growth within the range (3). Higher on the wall the wedge $|\alpha|<q$ is still open and further directions are added, so the direct flux there is no smaller.

Let $F$ be the flux on the land, $s$ the sticking probability on an empty site, $\sigma$ the number of molecules per area that a full pulse binds, and $\tau$ the pulse time. The empty fraction $\varepsilon$ at the vertex, supplied by direct flux alone, obeys

$$\frac{d\varepsilon}{dt}=-\frac{sF\phi}{\sigma}\,\varepsilon\quad\Rightarrow\quad\varepsilon=e^{-K\sin^2q},\qquad K=\frac{sF\tau}{\sigma}. \qquad (9)$$

Molecules that leave one wall and strike the other only add to the supply, so (9) is an upper bound on the empty fraction. If the thickness lost is proportional to the empty sites, the loss of rise is at most $\varepsilon H$, provided $\varepsilon\ll1$ so that growth stays close to conformal and (8) keeps holding. If the lower walls were left far from saturation, the upper walls would thicken faster, the angle at the vertex would narrow and $\phi$ would fall below $\sin^2q$; $\varepsilon H$ is then no longer a guaranteed bound. For $s\ll1$ the bound (9) is very loose in a groove of modest depth. Almost every molecule that strikes a wall is re-emitted, the flux at the vertex approaches $F$, and the empty fraction approaches the land value $e^{-K}$.

## (h) Alumina in an etched silicon groove

**A groove in (001) silicon has {111} walls and a mouth 200 nm wide. Alumina is grown from trimethylaluminium and water in 300 cycles at roughly 0.1 nm per cycle. Find the vertex rise and estimate the corrections.**

**Solution.** The angle between a wall and the vertical is the complement of the angle between the wall normal and the surface normal. Hence $\sin q$ is the product of the unit normals, $\sin q=1/\sqrt3=0.57735$, and $q=35.26^\circ$. With $W=100$ nm the depth is $D=141.42$ nm. The thickness is $h=300\times0.1=30$ nm, well below the limit $W/\cos q=122.47$ nm, and

$$H=30\ \text{nm}\times1.7321=51.96\ \text{nm}.$$

The vertex gains 0.173 nm per cycle. The wall points that determine its final position lie 42.43 nm up the walls. The remaining dimple is $141.42+30-51.96=119.46$ nm deep: the vertex rises faster than the land, but the dimple still has 84% of the original depth.

A direct search for the point on the axis whose shortest distance to the original surface is 30 nm also gives 51.962 nm, without using formula (2). Growth in ten layers of 3 nm, computed on a grid, gives the same rise.

If the same groove receives 150 nm, the range (3) is exceeded. Equation (5) gives $H=253.22$ nm, whereas $h/\sin q$ would give 259.81 nm, about 6.6 nm too high. The dimple is then 38.20 nm deep.

The corrections at $h=30$ nm, each with the other inputs held fixed, are as follows.

- **Blunt vertex.** For a rough radius of 5 nm, equation (7) lowers the rise by 3.66 nm, to 48.30 nm. This is 7% of the ideal value.
- **Wall angle.** An increase of $q$ by one degree changes the rise by $-1.24$ nm, about 2%.
- **Size of the precursor.** A ball of radius $a$ resting in a sharp vertex leaves a gap $a(1/\sin q-1)$ below it, by the geometry of part (f). For $a\approx0.3$ nm this is 0.22 nm. It is a length scale for the loss of sharpness, not a model of the chemistry.
- **Precursor supply.** At 473 K and a rough precursor pressure of 0.1 Torr, the kinetic-theory flux $F=p/\sqrt{2\pi mk_BT}$ is $1.90\times10^5$ per nm² per second, where $p$ is the pressure and $m$ the molecular mass. A film of rough density 3.0 g/cm³ takes up $\sigma=3.54$ aluminium atoms per nm² per cycle, one from each molecule. With $s\approx0.005$ and $\tau=0.1$ s, $K=26.8$. The direct flux fraction is $1/3$, so at most $1.3\times10^{-4}$ of the sites stay empty, and the rise loses at most 0.007 nm.

The neglect of gas collisions is consistent with these conditions. For molecules of rough diameter $d=0.5$ nm at a rough total pressure $p_t=1$ Torr, the mean free path $k_BT/(\sqrt2\,\pi d^2p_t)$ is about 44 µm, some 220 times the mouth width.

Anisotropic wet etching of (001) silicon does produce grooves with {111} walls, and about 0.1 nm per cycle is a usual size for this alumina process. The groove width and film thickness are chosen values. Among the four corrections listed, the rounded bottom moves the result most with the sizes assumed here; a smaller radius or a larger angle error could reverse the order. The growth per cycle can matter more than any of them: the rise is proportional to it, so 0.09 nm instead of 0.10 nm per cycle would lower the vertex by 5.2 nm. The supply estimate depends strongly on the sticking probability: if $s$ were ten times smaller, the exponent $K\sin^2q$ would fall to about 0.9 and the bound on the empty fraction would rise to about 0.4. That bound overstates the shortfall. With diffuse re-emission at so small an $s$, the vertex of this shallow groove is left about as empty as the land, $e^{-K}\approx0.07$. The film then stays nearly conformal but is about 7% thinner than at saturation, which lowers the rise by about 3.6 nm, as much as the rounded bottom does. The estimate also covers only the metal-precursor pulse. Saturation of the water pulse, a delayed start of growth and growth rates that depend on crystal facets are left out. A uniform delay that removes 1 nm of film lowers the vertex by 1.73 nm, by equation (2).

The complete set of values is in the numerical output.

## Computed values

```
Half opening angle q: 35.26 degrees
sin q: 0.57735
Rise per unit thickness, 1/sin q: 1.7321
Mouth width 2W: 200 nm
Groove depth D: 141.42 nm
Number of cycles: 300
Growth per cycle (rough): 0.10 nm
Film thickness h: 30.00 nm
Vertex rise, formula: 51.962 nm
Vertex rise, disc envelope: 51.962 nm
Vertex rise, shortest distance: 51.962 nm
Vertex rise per cycle: 0.1732 nm
Horizontal distance of wall foot from axis: 24.49 nm
Distance of wall foot along wall: 42.43 nm
Remaining dimple depth: 119.46 nm
Largest h for the rule: 122.47 nm
Dimple depth at that limit: 51.76 nm
Thickness beyond the limit: 150.0 nm
True vertex rise there: 253.22 nm
h/sin q there, no longer valid: 259.81 nm
Dimple depth there: 38.20 nm
Rise over a sharp ridge for the example h: 30.00 nm
Number of layers in grid test: 10
Vertex rise from layered growth: 51.962 nm
Largest layered/single difference: 0.0051 nm
Initial vertex radius (rough): 5.0 nm
Loss of rise by blunt vertex: 3.66 nm
Rise from blunt bottom: 48.30 nm
Change of rise for q larger by 1 degree: -1.24 nm
Precursor radius (rough): 0.30 nm
Gap under precursor-sized ball: 0.22 nm
Direct flux fraction at vertex, formula: 0.3333
Direct flux fraction at vertex, integral: 0.3333
Temperature: 473 K
Precursor pressure (rough): 0.10 Torr
Pulse time (rough): 0.10 s
Initial sticking probability (rough): 0.005
Film density (rough): 3.0 g/cm3
Precursor flux on land: 1.902e+05 per nm2 per s
Al atoms added per cycle: 3.54 per nm2
Saturation exponent on land: 26.84
Upper bound on empty sites at vertex: 1.30e-04
Upper bound on resulting loss of rise: 0.0068 nm
Total gas pressure (rough): 1.0 Torr
Molecule diameter for collisions (rough): 0.5 nm
Mean free path: 44.1 micrometres
Mean free path / mouth width: 220
```
